# Why one percent of deep traps slows ionic diffusion a thousandfold

## Question

I am stuck on an exercise about ion motion in a memory oxide. An ion hops between neighbouring sites of a simple cubic lattice. One percent of the sites, placed at random, are 0.3 eV deeper than the rest. The exercise calls this the "random-trap model with symmetric exit rates" and asks me to show that diffusion at 300 K is about 1100 times slower than without the deep sites.

My attempt was to average the hop rate over the sites. The deep sites hardly contribute, so the average rate is 0.99 of the ordinary one, and diffusion slows by a factor of only 1.01. What is wrong with that? And why doesn't it matter where the traps are? I would also like to know whether the factor survives when a voltage is applied, and how far I could trust it in a real device.

## Answer

Your average gives every site the same weight. An ion that has been in the material for a while doesn't do that: it spends nearly all its time in the deep sites. With the correct weights, the quantity to average over sites is the waiting time, not the rate.

### The model

Let $a$ be the distance between neighbouring sites and $w_i$ the rate at which an ion on site $i$ hops to each one of its six neighbours. The total exit rate is then $6w_i$. "Symmetric exit rates" means that the six rates out of a given site are equal. It does not mean that the hop from $i$ to $j$ is as fast as the hop back.

Physically, all the saddles between sites lie at the same height and only the depths of the wells differ. An ordinary site has exit barrier $E_b$ and a trap has $E_b+\Delta$. With the same attempt rate $\nu$ for both,

$$w_0=\nu e^{-E_b/kT},\qquad w_t=\nu e^{-(E_b+\Delta)/kT}=w_0e^{-\Delta/kT}.$$

A hop from an ordinary site into a trap has rate $w_0$, because that rate is set by the site being left. I also assume that the ions are so few that they neither compete for traps nor repel each other.

### Where the ion spends its time

Let $P_i(t)$ be the probability of finding the ion on site $i$. It gains probability from each neighbour $j$ and loses it to each neighbour:

$$\frac{dP_i}{dt}=\sum_{j\,\text{next to}\,i}\left(w_jP_j-w_iP_i\right).$$

If $w_iP_i$ has the same value on all sites, every bracket vanishes and nothing changes. So $P_i\propto 1/w_i$ is the equilibrium distribution. Take a large piece of lattice with $N$ sites, repeated periodically so that it has no edges. Normalizing gives

$$P_i^{\rm eq}=\frac{1/w_i}{\sum_j 1/w_j}.$$

The probability of finding the ion on a given trap is therefore $e^{\Delta/kT}$ times that for a given ordinary site. This is the Boltzmann factor, as it should be.

### How fast the ion spreads

Let $x$ be the ion's displacement along one cubic axis since $t=0$, counted without resetting it when the ion passes from one periodic copy to the next. In a short time $dt$, an ion on site $i$ hops by $+a$ with probability $w_i\,dt$ and by $-a$ with the same probability. Hops along the other two axes leave $x$ alone. The mean change of $x^2$ is

$$w_i\,dt\left[(x+a)^2-x^2\right]+w_i\,dt\left[(x-a)^2-x^2\right]
=w_i\,dt\left[2ax+a^2-2ax+a^2\right]=2a^2w_i\,dt.$$

The terms in $2ax$ cancel because the two exit rates are equal. This is why the trap positions drop out: the growth of $x^2$ depends on the site the ion occupies, but not on how far it has come or on what surrounds that site. Averaging over the ion's position,

$$\frac{d\langle x^2\rangle}{dt}=2a^2\sum_iP_i(t)\,w_i.$$

Now insert the equilibrium probabilities. In each term $w_i$ cancels $1/w_i$, so the numerator is a sum of $N$ ones:

$$\sum_iP_i^{\rm eq}w_i=\frac{N}{\sum_j1/w_j}=\frac{1}{\overline{1/w}},$$

where the bar is a plain average over sites. The right-hand side is constant in time, so $\langle x^2\rangle=2Dt$ with

$$D=\frac{a^2}{\overline{1/w}}.$$

If the ion doesn't start in equilibrium, $P_i$ relaxes to $P_i^{\rm eq}$, since every site of the finite periodic piece can be reached from every other. The long-time slope is then the same.

Your calculation corresponds to $P_i=1/N$, which gives the slope $2a^2\overline{w}$. That is correct for the first moments after ions have been scattered at random over the sites, before they have had time to collect in the traps.

### The factor of 1100

A fraction $1-c$ of the sites has rate $w_0$ and a fraction $c$ has rate $w_0e^{-\Delta/kT}$, so

$$\overline{1/w}=\frac{1-c}{w_0}+\frac{c\,e^{\Delta/kT}}{w_0}.$$

Without traps $D_0=a^2w_0$. The slowdown, with $w_0$ and $a$ held fixed, is

$$S=\frac{D_0}{D}=w_0\,\overline{1/w}=1-c+c\,e^{\Delta/kT}.$$

At 300 K, $kT=0.025852$ eV, and therefore

$$\frac{\Delta}{kT}=\frac{0.30}{0.025852}=11.6045,\qquad e^{\Delta/kT}=1.0959\times10^5,$$

$$S=0.99+0.01\times1.0959\times10^5=0.99+1095.9\approx1097.$$

This is the 1100-fold slowing you were asked to show. As an independent check, I took a periodic cell of 1000 sites with ten randomly placed traps and diagonalized its hopping equations to find how fast a density wave of small wavenumber $\kappa$ dies out. That decay rate is $D\kappa^2$, and it gave $S=1096.9$, the same as the formula.

There are two useful limits. If $c\,e^{\Delta/kT}\ll1$, the traps are too few or too shallow to matter and $S\approx1$. If $c\,e^{\Delta/kT}\gg1$, as here, $S\approx c\,e^{\Delta/kT}$: doubling the number of traps halves $D$, and deepening them by one $kT$ divides $D$ by $e$.

### What it means for one ion

Take rough numbers in the regime of oxygen vacancies of charge $+2e$ in a hafnium-oxide resistive memory: $a=0.3$ nm, $\nu=10^{13}$ s⁻¹ and $E_b=0.7$ eV. Then $w_0=17.4$ s⁻¹. A mean stay lasts $1/(6w_0)=0.00958$ s on an ordinary site and 1050 s in a trap.

In equilibrium the number of departures per second from site $i$ is $6w_iP_i$, which is the same for all sites. The ion thus visits traps no more often than other sites; it just stays longer. The average stay per visit is

$$0.99\times0.00958\ \text{s}+0.01\times1050\ \text{s}\approx10.5\ \text{s},$$

about 1100 times the ordinary stay. One visit in a hundred uses up nearly all the time. The share of time spent in traps is

$$p_t=\frac{c\,e^{\Delta/kT}}{S}=0.9991.$$

This share also sets the apparent activation energy. With $\beta=1/kT$ and with $a$ and $\nu$ independent of temperature, $\ln D=\ln(a^2\nu)-\beta E_b-\ln S$, so

$$-\frac{d\ln D}{d\beta}=E_b+\frac{1}{S}\frac{dS}{d\beta}=E_b+\frac{c\,\Delta\,e^{\beta\Delta}}{S}=E_b+p_t\Delta.$$

Here that is 1.00 eV instead of 0.70 eV. With all traps equally deep, an Arrhenius plot near room temperature would show the trap's exit barrier, even though 99 percent of the sites have the lower one.

The diffusion coefficients are

$$D_0=(3\times10^{-8}\ \text{cm})^2\times17.4\ \text{s}^{-1}=1.57\times10^{-14}\ \text{cm}^2/\text{s},\qquad D=\frac{D_0}{S}=1.43\times10^{-17}\ \text{cm}^2/\text{s}.$$

For a film of thickness $L=10$ nm, the time $L^2/(2D)$ at which the rms displacement along one axis would equal the thickness grows from 32 s to $3.5\times10^4$ s, or 9.7 hours.

### With a voltage applied

Let a uniform field $F$ push an ion of charge $q$ along $+x$. If the saddle lies midway between two sites, the field lowers the forward barrier by $qFa/2$ and raises the backward one by the same amount. The rates along $x$ become $w_ie^{h}$ and $w_ie^{-h}$, with

$$h=\frac{qFa}{2kT}.$$

Try the same distribution again, with $w_iP_i=C$ on all sites. Along $x$, site $i$ receives $Ce^{h}$ from behind and $Ce^{-h}$ from ahead, and it loses $C(e^{h}+e^{-h})$. The hops across the field still balance, so the distribution remains stationary. The drift speed is

$$v=a\sum_iP_iw_i\left(e^{h}-e^{-h}\right)=\frac{2a\sinh h}{\overline{1/w}}.$$

The traps enter through the same $\overline{1/w}$, so the mean drift at a given field is slowed by the same factor $S$. The spread of the ions about that mean is not: some are held in traps while others move on, which makes the spread larger than $D$ alone would give. For small $h$, $\sinh h\approx h$ and

$$v\approx\frac{2ah}{\overline{1/w}}=\frac{a^2}{\overline{1/w}}\,\frac{qF}{kT}=\frac{qD}{kT}F,$$

which is the Einstein relation.

A read voltage of 0.2 V across the 10 nm film is a field of 0.2 MV/cm. The energy $qFa$ is $2\times0.2\times0.3/10=0.012$ eV, so $h=0.012/(2\times0.025852)=0.232$. The speed falls from 2.44 nm/s to 0.00223 nm/s, and the mean time to drift 10 nm rises from 4.1 s to about 4500 s. Single ions scatter widely about this mean: for ions starting on ordinary sites the median is near 3500 s, and about 7 percent cross without meeting a trap. At 1 V, $h=1.16$ and the speed is 1.24 times what the linear law gives, with or without traps.

### How far to trust the number

**Temperature.** With $c$ and $\Delta$ fixed, $S$ is 168 at 358 K (85 °C) and only 4.3 at 600 K. A current that heats the device to about 600 K during switching would therefore remove most of the slowing.

**Spread of trap depths.** In a disordered oxide the traps won't all be 0.3 eV deep. Let the extra depth be $\Delta+\delta$, where $\delta$ is Gaussian with mean zero and width $\sigma$. The trap term then contains the average of $e^{\delta/kT}$. Completing the square,

$$\frac{\delta}{kT}-\frac{\delta^2}{2\sigma^2}=-\frac{(\delta-\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2}.$$

The first term on the right is the exponent of a shifted Gaussian, whose normalized integral is one, so the trap term is multiplied by $e^{\sigma^2/2(kT)^2}$. For $\sigma=0.05$ eV this factor is 6.5 and $S$ rises to about 7100, with the mean depth unchanged. Half of the trapped time is spent in traps that are deeper than the mean by more than $\sigma^2/kT\approx0.1$ eV, or about $2\sigma$. These are only about 3 percent of the traps, and a very small device may hold too few of them for this average to apply.

**Unequal saddles.** If the saddles next to traps are not level with the others, the exit rates of nearby ordinary sites are no longer symmetric and the derivation fails. In the 1000-site cell, raising those saddles by 0.1 eV gave $S=1125$ and lowering them by 0.1 eV gave $S=1008$, changes of about $+3$ and $-8$ percent relative to 1097. The second value depends on where the ten traps lie: other arrangements give about 990 to 1010, and much larger cells about 1004. The equilibrium occupations depend on the well depths, which were kept fixed, so only the paths changed. A spread in all the saddles of the material is a different problem, which these two numbers don't cover.

**Filled traps.** Let $\theta_0$ and $\theta_t$ be the occupations of ordinary sites and traps, with room for one ion per site. A hop now needs an empty target, so balance between the two kinds of site requires $w_0\theta_0(1-\theta_t)=w_t\theta_t(1-\theta_0)$, or

$$\frac{\theta_t}{1-\theta_t}=e^{\Delta/kT}\frac{\theta_0}{1-\theta_0},\qquad x_{\rm ion}=(1-c)\theta_0+c\,\theta_t,$$

where $x_{\rm ion}$ is the number of ions per site. While $\theta_0$ is small, the current is carried roughly in proportion to $\theta_0$, so $x_{\rm ion}/\theta_0$ estimates the slowing of conduction. At $10^{17}$ ions per cm³, $\theta_t=2.7\times10^{-4}$ and the estimate is again 1097. At $10^{21}$ per cm³ there are 0.027 ions per site but only 0.01 traps per site. The traps are full, $\theta_0=0.0172$, and the estimate drops to about 1.6. It ignores both blocking by filled traps and repulsion between ions. With a relative permittivity of 20, the unscreened Coulomb energy of two ions at the mean spacing is 0.013 eV at the lower density, about half of $kT$, but 0.29 eV at the higher one, as large as the trap depth. The 1.6 therefore shows that trapping saturates; it is not a reliable value.

**Very thin films.** An ion that starts on an ordinary site moves at full speed until it finds its first trap. Until then its $x^2$ grows on average by $2D_0$ per unit time, so at capture $\langle x^2\rangle=2D_0\langle t\rangle$. For the arrangement of traps in the 1000-site cell, the mean capture time is 1.24 s, which gives an rms displacement of

$$\sqrt{2\times1.57\times10^{-14}\times1.24}\ \text{cm}\approx2.0\ \text{nm}.$$

The last digits depend on the arrangement: other 1000-site cells give 1.25 to 1.37 s, and a much larger random lattice gives about 1.37 s and 2.1 nm. In a film about 2 nm thick, many freshly created ions would cross without being trapped, and $S$ would not describe them. In the 10 nm film without a field the free run is a fifth of the thickness. A strong field lengthens it. At 1 V a trap-free crossing takes only about 0.7 s, less than the capture time, and nearly half of the ions starting on ordinary sites cross without meeting a trap. At 2 V nearly two thirds do, and the median crossing time is hardly slowed. The mean crossing time is still longer by about $S$, but it is then set by the ions that do get caught.

**Tunnelling.** The leading (Wigner) correction multiplies a hop rate by $1+(h_{\rm P}\nu_b/kT)^2/24$, where $h_{\rm P}$ is Planck's constant and $\nu_b$ is the frequency belonging to the curvature of the barrier top. Taking $\nu_b=10^{13}$ s⁻¹ gives 1.11. If $\nu_b$ is the same for all saddles, the factor cancels in $S$.

### Beside a real hafnium-oxide memory

The spacing, barrier and attempt rate above are rough values of a plausible size, and a simple cubic lattice is a stand-in for an oxide that is amorphous or has lower symmetry. One assumption that fails in a conducting filament is that of few ions. A conducting filament is strongly oxygen-deficient, and $10^{21}$ vacancies per cm³ is a more fitting order of magnitude there than $10^{17}$. If one percent of the sites are traps there too, the vacancies outnumber them and the estimated slowing drops from about 1100 to a factor of order one. With more traps than vacancies the estimate would stay much larger. The factor of 1100 itself belongs to isolated vacancies in otherwise good oxide, at 300 K, in a film well over 2 nm thick and in a field weak enough that a typical ion meets several traps on its way across. Even 10 K of warming lowers it to about 750. The time of 9.7 hours should not be read as a retention time either: it depends exponentially on the assumed $E_b$, which cancels in $S$. The remaining digits are in the numerical output below.

## Computed values

```
trap fraction c = 0.01; extra depth = 0.30 eV; T = 300 K
thermal energy kT = 0.025852 eV; depth/kT = 11.6045
exp(depth/kT) = 1.0959e+05; trap term c*exp = 1095.92
slowdown S = 1096.9
slowdown from diagonalized 1000-site cell = 1096.9
slowdown if rates were averaged (wrong) = 1.0101
share of time spent in traps = 0.99910
activation energy: no traps 0.70 eV, traps 0.9997 eV
spacing = 0.30 nm; attempt rate = 1.0e+13 1/s
film = 10 nm; ion charge = 2 e; eps_r = 20
rate per neighbour: ordinary 17.4 1/s, trap 0.000159 1/s
mean stay: ordinary 0.00958 s, trap 1050 s
D without traps = 1.57e-14 cm2/s; with traps = 1.43e-17 cm2/s
diffusion time L^2/(2D): no traps 31.9 s, traps 3.5e+04 s = 9.73 h
read: 0.2 V, field 0.20 MV/cm, h = 0.2321, sinh(h)/h = 1.0090
drift speed at read: no traps 2.44 nm/s, traps 0.00223 nm/s
drift time at read: no traps 4.09 s, traps 4.49e+03 s
switching: 1.0 V, field 1.00 MV/cm, h = 1.160, sinh(h)/h = 1.240
slowdown at 358 K = 168.21
slowdown at 600 K = 4.30
depth spread 0.05 eV: trap-term factor 6.49, slowdown 7114
saddles near traps raised 0.10 eV: S = 1125.4
saddles near traps lowered 0.10 eV: S = 1008.0
trap density = 3.7e+20 per cm3
ion density 1e+17 per cm3: ions per site 2.7e-06
  occupancy: ordinary 2.46e-09, trap 0.0002698
  conduction slowing estimate x/theta0 = 1097
  Coulomb energy at mean spacing = 0.0134 eV
ion density 1e+21 per cm3: ions per site 0.027
  occupancy: ordinary 0.0172, trap 0.9995
  conduction slowing estimate x/theta0 = 1.572
  Coulomb energy at mean spacing = 0.288 eV
mean time to first capture = 1.24 s (21.7 / w0)
rms displacement along one axis at capture = 1.97 nm
Wigner tunnelling factor, common to all sites = 1.107
```
